# The sharp hydrogenic energy bound and the loss from Hardy's inequality, part 2

An electron bound to a fixed point nucleus of charge $Z>0$ has, in Hartree atomic units, $H=-\tfrac12\nabla^2-Z/r$. For normalised $\psi\in H^1(\mathbb R^3)$, the states of finite kinetic energy, write $g=\|\nabla\psi\|$, $m_1=\langle1/r\rangle$, $m_2=\langle1/r^2\rangle$, $T=g^2/2$, $E=T-Zm_1$ and $\rho=m_1/g$. The dilation $\psi_\lambda(x)=\lambda^{3/2}\psi(\lambda x)$ gives $g\to\lambda g$, $m_1\to\lambda m_1$, $m_2\to\lambda^2m_2$. With $C=\sup\rho$,

$$\inf E=-\tfrac12 Z^2C^2 .\tag{1}$$

For a smooth real field $w$, bounded together with its divergence, every $\phi\in H^1$ obeys

$$-2\operatorname{Re}\int\bar\phi\,w\cdot\nabla\phi\,d^3x=\int(\operatorname{div}w)\,|\phi|^2\,d^3x .\tag{2}$$

Let $\hat r=x/r$ and $R_\varepsilon=\sqrt{r^2+\varepsilon^2}$. Expanding $\|\nabla\psi+w\psi\|^2\ge0$ with the smoothed fields $w_\varepsilon=a\,x/R_\varepsilon$ (Coulomb), $w_\varepsilon=b\,x/R_\varepsilon^2$ (Hardy) and their sum, then letting $\varepsilon\to0$, gives

$$\|\nabla\psi+a\hat r\psi\|^2=g^2-2am_1+a^2 ,\tag{4}$$

$$g^2-m_1^2=\|\nabla\psi+m_1\hat r\psi\|^2\ge0,\qquad\text{that is}\qquad\Big\langle\frac1r\Big\rangle\le\|\nabla\psi\| ,\tag{5}$$

$$E[\psi]+\tfrac12Z^2=\tfrac12\|\nabla\psi+Z\hat r\psi\|^2\ge0 ,\tag{6}$$

$$m_2\le4g^2 ,\tag{9}$$

$$\Big\|\nabla\psi+\Big(a+\frac br\Big)\hat r\psi\Big\|^2=g^2-2a(1-b)\,m_1-b(1-b)\,m_2+a^2 .\tag{10}$$

Equality in (5) holds exactly for $ce^{-ar}$, so $C=1$ and the ground state is $\psi_0\propto e^{-Zr}$. Hardy's inequality (9), combined with the Cauchy–Schwarz bound $m_1\le\sqrt{m_2}$, gives only $m_1\le2g$ and $E\ge-2Z^2$.

The family $\psi_{s,a}\propto r^se^{-ar}$, with $s>-\tfrac12$ and $a>0$, has gradient $(s/r-a)\hat r\psi_{s,a}$ and

$$m_1=\frac{I(2s+1)}{I(2s+2)}=\frac{a}{s+1},\qquad m_2=\frac{I(2s)}{I(2s+2)}=\frac{(2a)^2}{(2s+2)(2s+1)}=\frac{2a^2}{(s+1)(2s+1)} ,\tag{7}$$

$$g^2=s^2m_2-2sa\,m_1+a^2=a^2\,\frac{2s^2-2s(2s+1)+(s+1)(2s+1)}{(s+1)(2s+1)}=\frac{a^2}{2s+1},\tag{8}$$

where $I(n)=\int_0^\infty r^ne^{-2ar}dr$. Replacing $T$ by its Hardy bound $m_2/8$ gives

$$E[\psi]\ge F[\psi]=\Big\langle\frac1{8r^2}-\frac Zr\Big\rangle,\qquad\frac1{8r^2}-\frac Zr+2Z^2=\frac18\Big(\frac1r-4Z\Big)^2 .\tag{11}$$

Within the family $F$ is smallest at $a=2Z(2s+1)$, where

$$F=-Z^2\,\frac{2s+1}{s+1}\;\longrightarrow\;-2Z^2\quad(s\to\infty).\tag{12}$$

These states become thin shells at $r=1/(4Z)$, and their true $T$ diverges.

The loss can be located by writing $\rho^2=(m_1^2/m_2)\,(m_2/g^2)$. The Hardy route bounds the first factor by $1$ and the second by $4$. In the family the factors are $(2s+1)/(2s+2)$ and $2/(s+1)$, with product

$$\rho^2=\frac{2s+1}{(s+1)^2}=1-\frac{s^2}{(s+1)^2} .$$

The Hardy factor saturates as $s\to-\tfrac12$, where the first factor vanishes, and the Cauchy–Schwarz factor saturates as $s\to\infty$, where the Hardy factor vanishes. For arbitrary states, (5) says that the product never exceeds $1$, so the two factors cannot both be near their maxima. Radial quadrature of the defining integrals gives the following scale-free ratios.

| $s$ | $m_1/g$ | $m_2/g^2$ | $m_1/\sqrt{m_2}$ |
|---|---|---|---|
| $-0.49$ | 0.27730 | 3.92157 | 0.14003 |
| $-0.25$ | 0.94281 | 2.66667 | 0.57735 |
| $0$ | 1.00000 | 2.00000 | 0.70711 |
| $1$ | 0.86603 | 1.00000 | 0.86603 |
| $10$ | 0.41660 | 0.18182 | 0.97701 |
| $50$ | 0.19706 | 0.03922 | 0.99509 |

The first row, for instance, has $2/(s+1)=2/0.51=3.92157$. In the ground state, $s=0$, the chain $m_1\le\sqrt{m_2}\le2g$ reads $Z\le\sqrt2Z\le2Z$. Each step loses a factor $\sqrt2$, their product $2$ is the ratio of the Hardy constant to $C$, and (1) squares it to $4$.

The mixed identity (10) shows what happens when Hardy's inequality is used on only part of the kinetic energy. For $0<\mu\le1$, write $T=\mu T+(1-\mu)T$ and apply (9) to the second piece, so that $E\ge E_\mu=\mu T+\tfrac18(1-\mu)m_2-Zm_1$. Put $b=-\lambda$ in (10), so that $1-b=1+\lambda$ and $-b(1-b)=+\lambda(1+\lambda)$, and multiply by $\mu/2$:

$$\mu T+\tfrac12\mu\lambda(1+\lambda)\,m_2-\mu a(1+\lambda)\,m_1\ge-\tfrac12\mu a^2 .\tag{13}$$

The left side is $E_\mu$ if $\tfrac12\mu\lambda(1+\lambda)=\tfrac18(1-\mu)$ and $\mu a(1+\lambda)=Z$. The first condition is $(\lambda+\tfrac12)^2=\tfrac14+(1-\mu)/4\mu=1/4\mu$, with non-negative root $\lambda=\tfrac12(\mu^{-1/2}-1)$. Then $1+\lambda=(1+\sqrt\mu)/2\sqrt\mu$, and the second condition gives $a=2Z/(\sqrt\mu(1+\sqrt\mu))$. The square in (10) vanishes for $\psi_{\lambda,a}$, whose gradient is $(\lambda/r-a)\hat r\psi$, so the bound is attained:

$$\min E_\mu=-\tfrac12\mu a^2=-\frac{2Z^2}{(1+\sqrt\mu)^2} .\tag{14}$$

This increases monotonically from $-2Z^2$ as $\mu\to0$ to $-Z^2/2$ at $\mu=1$. Replacing any positive fraction of $T$ by its Hardy bound lowers the result, and $\lambda\to\infty$ as $\mu\to0$ recovers the thin shells. The Hardy term acts like a centrifugal barrier, and (13) also handles the real one. For $\psi=f(r)Y_{lm}$, with $Y_{lm}$ normalised on the sphere, the squared angular gradient integrates to $l(l+1)$, so $g^2=\int f'^2r^2dr+l(l+1)m_2$. Applying (13) with $\mu=1$, $\lambda=l$, $a=Z/(l+1)$ to the spherically symmetric function $f$ gives $E\ge-Z^2/(2(l+1)^2)$ in that sector, attained by $f=r^le^{-ar}$.

For He$^+$, with $Z=2$, infinite nuclear mass and no relativity, the state $e^{-2r}$ has $m_1=g=2$ bohr$^{-1}$, so $E=\tfrac12\cdot2^2-2\cdot2=-2$ hartree, or $-54.42$ eV with $1$ hartree $=27.2114$ eV. This is both the sharp bound and the ground-state energy of the model. The chain reads $2.000\le2.828\le4.000$ bohr$^{-1}$, with loss factors $2.828/2.000=1.414$ and $4.000/2.828=1.414$. The Hardy potential in (11) has its minimum at $r=0.125$ bohr, where $1/(8\cdot0.125^2)-2/0.125=8-16=-8$ hartree, or $-217.69$ eV. The scalar route reaches the same value at $g=4$, namely $8-16$. This number is a lower bound, four times the true energy, and no state has it as its energy. The shell state with $s=10$ has $a=84$ bohr$^{-1}$, $F=-4\cdot21/11=-7.636$ hartree and $T=168$ hartree. For $s=50$, $a=404$ bohr$^{-1}$, $F=-4\cdot101/51=-7.922$ hartree, $T=808$ hartree and $E=792.2$ hartree. At $s=0$ the minimiser of $F$ is $e^{-4r}$, twice as compact as the ground state, with $F=-4$ hartree and $E=8-8=0$, printed with a minus sign from rounding. Partial use of Hardy's inequality gives, for $\mu=0.25$, $\lambda=0.5$, $a=5.3333$ bohr$^{-1}$ and $-8/1.5^2=-3.5556$ hartree, and for $\mu=0.64$, $\lambda=0.125$, $a=2.7778$ bohr$^{-1}$ and $-8/1.8^2=-2.4691$ hartree.

A Gaussian $e^{-\alpha r^2}$ shows the strict inequality for a wrong shape. The integrals of $r$, $r^2$ and $r^4$ against $e^{-2\alpha r^2}$ are $1/4\alpha$, $\sqrt\pi/(4(2\alpha)^{3/2})$ and $3\sqrt\pi/(8(2\alpha)^{5/2})$. Their ratios give $m_1=2\sqrt{2\alpha/\pi}$ and $g^2=4\alpha^2\langle r^2\rangle=4\alpha^2\cdot3/(4\alpha)=3\alpha$, so $\rho^2=8/3\pi$ and the best dilation has energy $-4Z^2/3\pi$. Numerical minimisation for $Z=2$ finds $\alpha=1.13177$ bohr$^{-2}$, $\rho=0.921318$ and $E=-2\cdot0.921318^2=-1.69765$ hartree, which lies above the exact value by $15\%$ of its magnitude. The proof made no use of symmetry, and the complex off-centre function

$$\psi\propto(1+0.4x_1+0.3i\,x_2x_3)\,e^{-0.7|x-d|^2+ik\cdot x},$$

with $d=(0.6,-0.3,0.8)$ bohr and $k=(0.5,0.2,-0.4)$ bohr$^{-1}$, tests that. Three-dimensional quadrature gives $m_1=0.798327$ bohr$^{-1}$, $g=1.668450$ bohr$^{-1}$ and $m_2=0.892896$ bohr$^{-2}$. Then $g^2-m_1^2=2.78373-0.63733=2.14640$ and $g^2-m_2/4=2.7837-0.2232=2.5605$ bohr$^{-2}$, and the squares in (5) and in the Hardy case of (10), integrated separately from their definitions, have the same values. The energy is $1.39186-1.59665=-0.20479$ hartree, and $E+Z^2/2=1.79521$ hartree equals the half-square in (6).

For the same function the smoothed integrals $\langle\operatorname{div}w_\varepsilon\rangle$, divided by their limits, are $0.985800$, $0.998430$, $0.999860$ for the Coulomb field and $0.973959$, $0.997823$, $0.999848$ for the Hardy field, at $\varepsilon=0.3$, $0.1$, $0.03$ bohr. The rate can be derived for a smooth, rapidly decaying density with spherical average $n(r)$. For a radial field $r^2\operatorname{div}w=(r^2w_r)'$, so integration by parts gives the deviation from the limit as $-4\pi\int n'B\,dr$, where $B$ is the change in $r^2w_r$. For the Coulomb field with $a=1$, $B=r^3/R_\varepsilon-r^2=-\varepsilon^2r^2/(R_\varepsilon(R_\varepsilon+r))$, which is at most $\varepsilon^2/2$ in magnitude, and $B/\varepsilon^2\to-\tfrac12$. The deviation is $2\pi\varepsilon^2\int n'dr=-2\pi\varepsilon^2n(0)$ at leading order. The printed deficits $0.0142$, $0.00157$, $0.00014$ are indeed close to $0.16\,\varepsilon^2$. For the Hardy field with $b=1$, $B=-\varepsilon^2r/(r^2+\varepsilon^2)$, and the deviation is $4\pi\varepsilon^2\int n'\,r/(r^2+\varepsilon^2)\,dr$. The integral has the finite limit $\int n'/r\,dr$ because $n'\approx n''(0)r$ at small $r$. It differs from that limit by $-\varepsilon^2\int n'/(r(r^2+\varepsilon^2))\,dr\approx-\tfrac\pi2\varepsilon\,n''(0)$, which is first order in $\varepsilon$. In the Coulomb case the correction is smaller. Using $R_\varepsilon-r=\varepsilon^2/(R_\varepsilon+r)$, one has $B/\varepsilon^2+\tfrac12=\varepsilon^2(R_\varepsilon+2r)/(2R_\varepsilon(R_\varepsilon+r)^2)\le\varepsilon^2/(r^2+\varepsilon^2)$, and integrating this against $n'\approx n''(0)r$ gives a term of order $\varepsilon^2\ln(1/\varepsilon)$. The Hardy deficits therefore follow the $\varepsilon^2$ law less closely. Divided by $\varepsilon^2$ they are $0.026041/0.09=0.29$, $0.002177/0.01=0.22$ and $0.000152/0.0009=0.17$. For this function the limit and the first-order term together give $0.143+0.92\,\varepsilon$, that is $0.42$, $0.24$ and $0.17$, so the expansion is accurate only at the smallest $\varepsilon$, and higher orders are large at $\varepsilon=0.3$ bohr.

Diagonalisation in a basis that does not contain the exponential checks the constants from the other side. In $40$ even-tempered Gaussians with exponents $0.001Z^22^k$ bohr$^{-2}$ the lowest levels of He$^+$ are $-2.00000$, $-0.50000$ and $-0.22222$ hartree for $l=0,1,2$, matching $-2/(l+1)^2$, and (1) turns the first into $\sup\rho=1.00000$. The same basis reproduces both values of (14). The largest $m_2/g^2$ in $10$, $40$ and $160$ Gaussians with exponent ratio $2$ is $2.5564$, $3.6133$ and $3.9579$, a slow approach to $4$ from below. The reason is seen by writing $\psi=r^{-1/2}\varphi(t)$ with $t=\ln r$. Then $\nabla\psi+\hat r\psi/2r=r^{-3/2}\varphi'(t)\hat r$, and with $dr=r\,dt$ the Hardy case of (10) becomes $g^2-m_2/4=4\pi\int\varphi'^2dt$, while $m_2=4\pi\int\varphi^2dt$. If $\varphi$ vanishes outside an interval of length $L$, the smallest ratio of these integrals is the lowest box eigenvalue $\pi^2/L^2$, so $m_2/g^2\le1/(\tfrac14+\pi^2/L^2)$. In a near-optimal Hardy state $\varphi$, and with it the weight $|\psi|^2/r^2$ that makes up $m_2$, must therefore spread over many orders of magnitude in $r$. The radial probability need not: in the family it tends to a multiple of $r\,e^{-2ar}$ as $s\to-\tfrac12$. A Gaussian basis has no sharp edges, so applying this formula to it is a heuristic. It is a consistent one: the values for $40$ and $160$ functions correspond to $L=19.2$ and $60.9$, and the difference $41.7$ compares with the added range $120\cdot\tfrac12\ln2=41.6$, each doubling of the exponent shifting $\ln r$ by $\tfrac12\ln2$. The numerical check, with its output, asserts the divergences, the eigenvalue equation, (2) for both smoothed fields, (10) for several $(a,b)$, the moments (7) and (8), and the results (12) and (14).

Hardy's inequality is the sharp tool for a different potential. For $-\kappa/r^2$ both terms of $\tfrac12g^2-\kappa m_2$ scale as $\lambda^2$. If $\kappa\le\tfrac18$, (9) makes the energy non-negative. If $\kappa>\tfrac18$, a member of the family with $2/(s+1)>1/(2\kappa)$ has negative energy, and $\lambda\to\infty$ sends it to $-\infty$. The Coulomb singularity is weaker by one power of $r$, and the conversion $m_1\le\sqrt{m_2}$ between the two powers is incompatible with saturating (9).

The constants depend on the dimension. In $d$ dimensions $\operatorname{div}(xf)=df+rf'$, so $\operatorname{div}\hat r=(d-1)/r$ and $\operatorname{div}(\hat r/r)=(d-2)/r^2$. Repeating the steps replaces $2am_1$ in (4) by $(d-1)am_1$. The choice $a=(d-1)m_1/2$ then gives $m_1\le2g/(d-1)$, with equality for $e^{-ar}$, and (1) gives the energy $-2Z^2/(d-1)^2$ for the potential $-Z/r$. The factor $b(1-b)$ becomes $b(d-2-b)$, with maximum $(d-2)^2/4$, so that $m_1\le\sqrt{m_2}\le2g/(d-2)$ and the Hardy bound is $-2Z^2/(d-2)^2$. In two dimensions Hardy's inequality fails, since $m_2=\int|\psi|^2\,dr\,d\theta/r$ diverges for any continuous state with $\psi(0)\ne0$, while the Coulomb inequality survives. In one dimension $m_1$ diverges for such states, so their energy is $-\infty$. The states of $H^1$ with finite $m_1$ have $\psi(0)=0$, and on them each half-line is the three-dimensional $s$-wave problem for $r\psi$, so their energy is bounded below by $-Z^2/2$.

In three dimensions the bound $-Z^2/2$ remains valid, though no longer necessarily sharp, for any potential $V\ge-Z/r$. With a finite nuclear mass the relative motion has $T=g^2/2M$ with reduced mass $M$, and completing the square in $g^2/2M-Zg$ gives $-MZ^2/2$. The whole argument rests on a kinetic energy quadratic in the momentum, which outgrows the Coulomb term under $\lambda\to\infty$. The ground state has root-mean-square momentum $g=Z$, so the model applies when $Z$ is small compared with the speed of light, about $137$ in these units (the Dirac binding energy of the lowest level for a point nucleus exceeds $Z^2/2$ by $0.5\%$ at $Z=20$ and $3.6\%$ at $Z=50$). A relativistic kinetic energy grows only linearly at large momentum and scales like $1/r$ itself, so (1) does not carry over to that case.

## Computed values

```
Z = 2 (He+, fixed nucleus); 1 Eh = 27.211386 eV
off-centre state (1+0.4x+0.3iyz) exp(-0.7|x-d|^2+ik.x),
  d = (0.6,-0.3,0.8) bohr, k = (0.5,0.2,-0.4) 1/bohr
  m1 = 0.798327 1/bohr, g = 1.668450 1/bohr, m2 = 0.892896 1/bohr^2
  g^2-m1^2 = 2.146400, square(a=m1) = 2.146400 1/bohr^2
  g^2-m2/4 = 2.560503, square(b=1/2) = 2.560503 1/bohr^2
  E = -0.204792 Eh, square(a=Z)/2 = 1.795208 Eh
  eps = 0.3 bohr: <div w>/(2 m1) = 0.985800, Hardy <div w>/m2 = 0.973959
  eps = 0.1 bohr: <div w>/(2 m1) = 0.998430, Hardy <div w>/m2 = 0.997823
  eps = 0.03 bohr: <div w>/(2 m1) = 0.999860, Hardy <div w>/m2 = 0.999848
family r^s exp(-a r), scale-free ratios:
  s = -0.49: m1/g = 0.27730, m2/g^2 = 3.92157, m1/sqrt(m2) = 0.14003
  s = -0.25: m1/g = 0.94281, m2/g^2 = 2.66667, m1/sqrt(m2) = 0.57735
  s =  0.00: m1/g = 1.00000, m2/g^2 = 2.00000, m1/sqrt(m2) = 0.70711
  s =  1.00: m1/g = 0.86603, m2/g^2 = 1.00000, m1/sqrt(m2) = 0.86603
  s = 10.00: m1/g = 0.41660, m2/g^2 = 0.18182, m1/sqrt(m2) = 0.97701
  s = 50.00: m1/g = 0.19706, m2/g^2 = 0.03922, m1/sqrt(m2) = 0.99509
ground state: m1 = 2.000000, sqrt(m2) = 2.828427, g = 2.000000, 2g = 4.000000 1/bohr
  loss factors 1.414214 and 1.414214
sharp bound, E of exp(-Zr) = -2.000000 Eh = -54.4228 eV
Hardy bound = -8.000000 Eh = -217.6911 eV
  at r = 0.125000 bohr, or g = 4.000000 1/bohr; ratio to sharp = 4.000000
states minimising F within the family:
  s =    0: a = 4.000 1/bohr, F = -4.00000, T = 8.000, E = -0.000 Eh
  s =    1: a = 12.000 1/bohr, F = -6.00000, T = 24.000, E = 12.000 Eh
  s =   10: a = 84.000 1/bohr, F = -7.63636, T = 168.000, E = 152.727 Eh
  s =   50: a = 404.000 1/bohr, F = -7.92157, T = 808.000, E = 792.157 Eh
best Gaussian: alpha = 1.13177 1/bohr^2, m1/g = 0.921318, E = -1.697653 Eh
40 even-tempered Gaussians, alpha = 0.001 Z^2 2^k:
  lowest level l = 0: -2.00000 Eh
  lowest level l = 1: -0.50000 Eh
  lowest level l = 2: -0.22222 Eh
  implied sup m1/g = 1.00000
  mu = 0.64: lambda = 0.1250, a = 2.7778 1/bohr, basis -2.4691, formula -2.4691 Eh
  mu = 0.25: lambda = 0.5000, a = 5.3333 1/bohr, basis -3.5556, formula -3.5556 Eh
max m2/g^2 in 10 Gaussians (ratio 2) = 2.5564
max m2/g^2 in 40 Gaussians (ratio 2) = 3.6133
max m2/g^2 in 160 Gaussians (ratio 2) = 3.9579
```
